# Pseudomomentum of an ion and its coupled cyclotron motion

An ion has a nucleus of mass \(M_0\) and charge \(Ze\), and \(N\) electrons of mass \(m\) and charge \(-e\), with \(e>0\). Its total mass is \(M=M_0+Nm\) and its total charge is \(Q=(Z-N)e\neq0\). It moves in a uniform magnetic field \(\mathbf B=B\hat{\mathbf z}\), \(B>0\). The treatment is nonrelativistic and spin is omitted. With the symmetric gauge \(\mathbf A=\tfrac12\mathbf B\times\mathbf x\),

\[
H=\sum_{a=0}^{N}\frac{\boldsymbol\pi_a^2}{2m_a}+V,\qquad
\boldsymbol\pi_a=\mathbf p_a-\frac{q_a}{2}\mathbf B\times\mathbf x_a .
\]

Here \(a=0\) is the nucleus, and \(V\) depends on relative positions. The free collective motion along \(z\) separates, and its momentum is set to zero. The problem is to find how the collective motion across the field is tied to the internal motion.

**(a) Define \(\mathbf k_a=\mathbf p_a+\tfrac{q_a}{2}\mathbf B\times\mathbf x_a\) and the pseudomomentum \(\mathbf K=\sum_a\mathbf k_a\). Is \(\mathbf K\) conserved, and can both its transverse components have definite values?**

*Solution.* Since \(\mathbf B\times\mathbf x=B(-y,x,0)\), each particle has

\[
\pi_x=p_x+\tfrac{qB}{2}y,\quad \pi_y=p_y-\tfrac{qB}{2}x,\qquad
k_x=p_x-\tfrac{qB}{2}y,\quad k_y=p_y+\tfrac{qB}{2}x .
\]

With \([x,p_x]=[y,p_y]=i\hbar\),

\[
[\pi_x,\pi_y]=-\tfrac{qB}{2}[p_x,x]+\tfrac{qB}{2}[y,p_y]=i\hbar qB .
\]

Reversing the sign of \(q\) turns \(\boldsymbol\pi\) into \(\mathbf k\), so \([k_x,k_y]=-i\hbar qB\). In the mixed commutators the two terms cancel:

\[
[\pi_x,k_y]=\tfrac{qB}{2}\left([p_x,x]+[y,p_y]\right)=0,\qquad
[\pi_y,k_x]=-\tfrac{qB}{2}\left([p_y,y]+[x,p_x]\right)=0 .
\]

Also \([\pi_x,k_x]=[\pi_y,k_y]=0\), because each contains one coordinate and the momentum of the other direction. Hence \(\mathbf K\) commutes with the kinetic energy. It commutes with \(V\) too, since \([\mathbf K,V]=-i\hbar\sum_a\nabla_aV=0\) by translation invariance. So \(\mathbf K\) is conserved. Different particles commute, and the sum gives

\[
[K_x,K_y]=-i\hbar QB .
\]

A common eigenvector \(\psi\) of \(K_x\) and \(K_y\) would give \(0=-i\hbar QB\,\psi\), hence \(\psi=0\). For an ion one component may be made definite, but not both. For a neutral system both may be.

**(b) Introduce the centre of mass \(\mathbf R\) and \(\mathbf r_i=\mathbf x_i-\mathbf x_0\). Find the dipole \(\mathbf d\) relative to the centre of mass, and express \(\mathbf K\) and the total kinetic momentum through it.**

*Solution.* Let \(\mathbf S=\sum_i\mathbf r_i\). From \(M\mathbf R=M_0\mathbf x_0+m\sum_i\mathbf x_i=M\mathbf x_0+m\mathbf S\),

\[
\mathbf x_0=\mathbf R-\frac mM\mathbf S,\qquad \mathbf x_i=\mathbf x_0+\mathbf r_i .
\]

The charge moment is therefore

\[
\sum_aq_a\mathbf x_a=Q\mathbf x_0-e\mathbf S=Q\mathbf R+\mathbf d,\qquad
\mathbf d=-e'\mathbf S,\qquad e'=e+\frac{Qm}{M}.
\]

Inserting \(Q\) and \(M\) gives \(e'=e(M_0+Zm)/M>0\), so this dipole operator does not vanish for an ion of electrons and a nucleus.

Let \(\mathbf P\) and \(\mathbf p_{ri}\) be conjugate to \(\mathbf R\) and \(\mathbf r_i\). The chain rule gives

\[
\mathbf p_i=\frac mM\mathbf P+\mathbf p_{ri},\qquad
\mathbf p_0=\frac{M_0}{M}\mathbf P-\sum_i\mathbf p_{ri}.
\]

These add up to \(\mathbf P\). Thus

\[
\sum_a\boldsymbol\pi_a=\mathbf P-\tfrac12\mathbf B\times(Q\mathbf R+\mathbf d),\qquad
\mathbf K=\mathbf P+\tfrac12\mathbf B\times(Q\mathbf R+\mathbf d).
\]

**(c) Find a unitary transformation that removes \(\mathbf d\) from \(\mathbf K\), and write the Hamiltonian in the new frame.**

*Solution.* Take \(U=e^{i\varphi/\hbar}\) with \(\varphi=-\tfrac{e'}2\mathbf S\cdot(\mathbf B\times\mathbf R)\), and replace every operator \(O\) by \(U^\dagger OU\). Positions stay as they are, and each momentum gains the gradient of \(\varphi\). Because \(\mathbf S\cdot(\mathbf B\times\mathbf R)=\mathbf R\cdot(\mathbf S\times\mathbf B)\),

\[
\mathbf P\to\mathbf P+\tfrac{e'}2\mathbf B\times\mathbf S=\mathbf P-\tfrac12\mathbf B\times\mathbf d,\qquad
\mathbf p_{ri}\to\mathbf p_{ri}-\tfrac{e'}2\mathbf B\times\mathbf R .
\]

The dipole terms cancel in \(\mathbf K\) and add in the kinetic momentum:

\[
\mathbf K\to\mathbf P+\tfrac Q2\mathbf B\times\mathbf R,\qquad
\sum_a\boldsymbol\pi_a\to\boldsymbol\Pi-\mathbf B\times\mathbf d,\qquad
\boldsymbol\Pi=\mathbf P-\tfrac Q2\mathbf B\times\mathbf R .
\]

Next, split each kinetic momentum as \(\boldsymbol\pi_a=(m_a/M)\sum_b\boldsymbol\pi_b+\mathbf w_a\). Before the transformation, an electron has

\[
\mathbf w_i=\mathbf p_{ri}+\tfrac e2\mathbf B\times\Big(\mathbf R-\tfrac mM\mathbf S+\mathbf r_i\Big)+\tfrac{m}{2M}\mathbf B\times(Q\mathbf R+\mathbf d).
\]

The coefficient of \(\mathbf B\times\mathbf R\) is \(\tfrac12(e+Qm/M)=e'/2\), which the shift of \(\mathbf p_{ri}\) cancels. With \(\mathbf d=-e'\mathbf S\), what remains is

\[
\mathbf w_i=\mathbf p_{ri}+\tfrac e2\mathbf B\times\mathbf r_i-\tfrac{m}{2M}(e+e')\mathbf B\times\mathbf S .
\]

By construction \(\sum_a\mathbf w_a=0\), so \(\mathbf w_0=-\sum_i\mathbf w_i\). When \(\sum_a\boldsymbol\pi_a^2/2m_a\) is expanded, the cross terms contain \(\sum_a\mathbf w_a\) and vanish. Hence

\[
H=\frac{(\boldsymbol\Pi-\mathbf B\times\mathbf d)^2}{2M}+H_{\rm int},\qquad
H_{\rm int}=\sum_i\frac{\mathbf w_i^2}{2m}+\frac{(\sum_i\mathbf w_i)^2}{2M_0}+V .
\]

No approximation has been made within the stated model, and \(H_{\rm int}\) contains neither \(\mathbf R\) nor \(\mathbf P\).

**(d) Identify the coupling. Why can it not be reduced to a fixed external field, as for a neutral atom? Does \([K_x,K_y]\neq0\) suffice to produce it?**

*Solution.* \(\boldsymbol\Pi\) and \(\mathbf d\) act on different variables and commute. Expanding the square gives \(\boldsymbol\Pi^2/2M+W_1+W_2\), where

\[
W_1=-\frac1M\boldsymbol\Pi\cdot(\mathbf B\times\mathbf d)=-\mathbf d\cdot\mathbf F,\qquad
\mathbf F=\frac{\boldsymbol\Pi\times\mathbf B}{M},\qquad
W_2=\frac{(\mathbf B\times\mathbf d)^2}{2M}.
\]

\(W_1\) is a Stark coupling to the motional electric field \(\mathbf F\). If \(Q=0\), then \(\boldsymbol\Pi=\mathbf P=\mathbf K\) in the new frame. Both components can be fixed, \(\mathbf F\) becomes a numerical vector, and an internal problem is left.

For an ion, the algebra of part (a) with charge \(Q\) gives \([\Pi_x,\Pi_y]=i\hbar QB\), and \(\boldsymbol\Pi\) commutes with \(\mathbf K\). The two transverse collective degrees of freedom thus form two independent canonical pairs. The pair \((K_x,K_y)\) describes the conserved position of the orbit and produces the Landau degeneracy. The pair \((\Pi_x,\Pi_y)\) is a cyclotron oscillator, and fixing a component of \(\mathbf K\) does not fix it. The field \(\mathbf F\) remains an operator that exchanges energy with the internal motion.

The equation of motion shows the exchange. The collective velocity is \(\mathbf V=(\boldsymbol\Pi-\mathbf B\times\mathbf d)/M\). The commutator of \(\boldsymbol\Pi\) with \(H\) gives \(\dot{\boldsymbol\Pi}=Q\mathbf V\times\mathbf B\), hence

\[
M\dot{\mathbf V}=Q\mathbf V\times\mathbf B+\dot{\mathbf d}\times\mathbf B .
\]

Noncommutation alone does not create the last term. For general particles \(\mathbf d=\sum_aq_a(\mathbf x_a-\mathbf R)\). If all charge-to-mass ratios are equal, \(q_a=Qm_a/M\), then \(\mathbf d=(Q/M)\sum_am_a(\mathbf x_a-\mathbf R)=0\). The collective motion then separates although \([K_x,K_y]\neq0\). So the commutator keeps the cyclotron motion dynamical, and the unequal ratios couple it to the interior. An ion has both properties.

**(e) For \(Q>0\), write \(W_1\) with ladder operators and find the second-order energies for an isolated, axially symmetric internal state \(|0\rangle\).**

*Solution.* Let \(a=(\Pi_x+i\Pi_y)/\sqrt{2\hbar QB}\). Then

\[
[a,a^\dagger]=\frac{-2i[\Pi_x,\Pi_y]}{2\hbar QB}=1,\qquad
\frac{\boldsymbol\Pi^2}{2M}=\hbar\Omega\left(a^\dagger a+\tfrac12\right),\qquad \Omega=\frac{QB}{M}.
\]

From \(\mathbf B\times\mathbf d=B(-d_y,d_x,0)\) we have \(W_1=(B/M)(\Pi_xd_y-\Pi_yd_x)\). Put \(s=\sqrt{\hbar QB/2}\) and \(d_\pm=d_x\pm id_y\), so that

\[
\Pi_x=s(a+a^\dagger),\quad \Pi_y=-is(a-a^\dagger),\quad
d_x=\tfrac12(d_++d_-),\quad d_y=-\tfrac i2(d_+-d_-).
\]

Substitution gives

\[
\Pi_xd_y-\Pi_yd_x=\tfrac{is}{2}\left[-(a+a^\dagger)(d_+-d_-)+(a-a^\dagger)(d_++d_-)\right].
\]

The terms \(ad_+\) and \(a^\dagger d_-\) cancel, while \(ad_-\) and \(-a^\dagger d_+\) each appear twice. Therefore

\[
W_1=-i\frac{Bs}{M}\left(a^\dagger d_+-a\,d_-\right).
\]

Include \(W_2\) in the internal Hamiltonian, whose states and energies are now \(|n\rangle\) and \(E_n\). The unperturbed energy is \(E_0+\hbar\Omega(\nu+\tfrac12)\), with \(\nu=0,1,2,\dots\). The first-order shift vanishes because \(W_1\) changes \(\nu\). The Landau degeneracy causes no difficulty, since \(W_1\) commutes with \(\mathbf K\).

The term with \(a^\dagger\) has squared factor \(\nu+1\) and energy cost \(E_n-E_0+\hbar\Omega\). The term with \(a\) has squared factor \(\nu\) and cost \(E_n-E_0-\hbar\Omega\). With

\[
C=\frac{B^2s^2}{M^2}=\frac{\hbar QB^3}{2M^2},\qquad
A_\pm(\omega)=\sum_n\frac{|\langle n|d_\pm|0\rangle|^2}{E_n-E_0+\hbar\omega},
\]

the result is

\[
E^{(2)}_\nu=-C\left[(\nu+1)A_+(\Omega)+\nu A_-(-\Omega)\right].
\]

The first-order state also gives the probability of internal excitation in the level \(\nu=0\):

\[
p_0=C\sum_n\frac{|\langle n|d_+|0\rangle|^2}{(E_n-E_0+\hbar\Omega)^2}.
\]

The expansion requires the matrix elements of \(W_1\), which grow as \(\sqrt{\nu+1}\), to be small compared with these energy costs. If an internal transition comes near \(\hbar\Omega\), a denominator becomes small and the coupled states must be diagonalized together.

**(f) Deduce the effective collective mass for slow cyclotron motion. What else does the coupling leave in the energy? Compare with a neutral atom and with the equation of motion.**

*Solution.* When \(\hbar\Omega\) is small compared with the internal gaps, drop it in the denominators. The transverse polarizability is

\[
\alpha=2\sum_n\frac{|\langle n|d_x|0\rangle|^2}{E_n-E_0},
\]

with the same value for \(d_y\) by axial symmetry. Since \(|\langle n|d_+|0\rangle|^2+|\langle n|d_-|0\rangle|^2=2|\langle n|d_x|0\rangle|^2+2|\langle n|d_y|0\rangle|^2\), we have \(A_++A_-=2\alpha\). The level spacing is then

\[
\hbar\Omega-2\alpha C=\hbar\Omega\left(1-\frac{\alpha B^2}{M}\right).
\]

Setting this equal to \(\hbar QB/M_{\rm eff}\) gives, to leading order in \(\alpha B^2/M\),

\[
M_{\rm eff}=M+\alpha B^2 .
\]

At this order it does not matter whether \(W_2\) is included in \(\alpha\).

The coupling also leaves two constants. The first comes from \(W_2\), which raises the internal energy \(E_0\) by about its mean value. This shift is of order \(1/M\) and is already contained in \(E_0\). The other comes from \(W_1\) and is of order \(1/M^2\). In the static limit the second-order operator is \(-C(aa^\dagger A_++a^\dagger aA_-)\), which can be rearranged as

\[
-\tfrac C2(aa^\dagger+a^\dagger a)(A_++A_-)-\tfrac C2[a,a^\dagger](A_+-A_-).
\]

The first part is the mass correction. The second is the shift \(-\tfrac C2(A_+-A_-)\), the same for every \(\nu\). It comes from the commutator of the components of \(\boldsymbol\Pi\), and it is nonzero when the two circular responses differ.

For a neutral atom, \(\mathbf F\) is a number of size \(KB/M\). Its Stark energy \(-\tfrac12\alpha F^2\) gives

\[
\frac{K^2}{2M}-\frac{\alpha K^2B^2}{2M^2}=\frac{K^2}{2M}\left(1-\frac{\alpha B^2}{M}\right).
\]

The leading mass correction is the same, but there is no Landau ladder and no commutator shift.

The equation of motion explains the added inertia. For slow motion the mean dipole follows the motional field, \(\mathbf d=\alpha\mathbf V\times\mathbf B\). For \(\mathbf V\) perpendicular to \(\mathbf B\), \((\dot{\mathbf V}\times\mathbf B)\times\mathbf B=-B^2\dot{\mathbf V}\), and so

\[
(M+\alpha B^2)\dot{\mathbf V}=Q\mathbf V\times\mathbf B .
\]

This argument holds for either sign of \(Q\). An accelerating ion must change its induced dipole, and the current \(\dot{\mathbf d}\) feels a magnetic force opposed to the acceleration.

A model of two elastically bound charges tests this from the laboratory equations of motion. Its spring constant is \(k=1\), with \(B=1\) and \(M=1000\) in atomic units (\(\hbar=e=m=1\)). Minimizing \(\tfrac12kr^2+e'\mathbf r\cdot\mathbf F\) gives \(\alpha=e'^2/k\). For \(Q=+1\) the added mass found from the motion is 1.0030, against \(\alpha B^2=1.0020\). For \(Q=-0.5\) the values are 0.9985 and 0.9990. The small differences are the error of the static response.

**(g) Evaluate the effect for a one-electron Coulomb ion with \(Z=2\), \(M_0=199\) and \(M=200\) in atomic units, and compare with a diagonalization of the coupled problem.**

*Solution.* These are model parameters; the light nucleus and the very strong field used below make the effect visible. For He\(^+\) with its real nuclear mass the relative added mass \(\alpha B^2/M\) is about \(3\times10^{-5}\) at \(B=1\) a.u. and about \(7\times10^{-14}\) at 10 T. Here \(Q=1\) and \(e'=1+1/200=1.005\). The reduced mass is \(\mu=199/200=0.995\). For one electron \(\mathbf S=\mathbf r\), so

\[
\mathbf w=\mathbf p+\tfrac12e_{\rm int}\mathbf B\times\mathbf r,\qquad
e_{\rm int}=1-\frac{1+1.005}{200}=0.989975,\qquad
H_{\rm int}=\frac{\mathbf w^2}{2\mu}-\frac Zr .
\]

Take \(B=1\), which is \(2.35\times10^5\) T. Without coupling, the cyclotron spacing is \(\Omega=1/200=0.005\) hartree, and \(C=1/(2\cdot200^2)=1.25\times10^{-5}\). The internal states, with \(W_2\) included, give \(A_+(\Omega)=0.179204\) and \(A_-(-\Omega)=0.304083\). The predicted change of spacing is

\[
-1.25\times10^{-5}\,(0.179204+0.304083)=-6.0411\times10^{-6}\ \text{hartree}.
\]

Diagonalizing the coupled Hamiltonian gives \(-6.0412\times10^{-6}\) hartree. The resulting spacing is 0.00499396 hartree, or 0.135893 eV.

Expressed as a mass, the coupled spacing gives \(M_{\rm eff}-M=0.2419\), while \(\alpha B^2=0.2423\) with \(\alpha\) taken from \(H_{\rm int}\) without \(W_2\). The difference is about 0.2 percent of the added mass. It reflects the neglect of \(W_2\), of \(\Omega\) in the denominators and of higher powers of \(\alpha B^2/M\). The added mass itself is 0.12 percent of \(M\).

The two circular responses differ for a simple reason. The operator \(d_+\) leads from the ground state to states with internal angular momentum \(+\hbar\), and \(d_-\) to states with \(-\hbar\). Apart from the term \(e_{\rm int}BL_z/2\mu\), both sets obey the same equation in the distance from the field axis and in \(z\), so their squared matrix elements are equal. That term raises the first set and lowers the second, and the \(\pm\hbar\Omega\) in the denominators adds slightly to the difference. Hence \(A_+<A_-\), and the commutator shift is upward. It is much smaller than the increase of \(E_0\) by \(W_2\), which is about \(1.1\times10^{-3}\) hartree here:

\[
-\tfrac12(1.25\times10^{-5})(0.179204-0.304083)=7.805\times10^{-7}\ \text{hartree}.
\]

This value uses \(A_+(\Omega)\) and \(A_-(-\Omega)\), for which the rearrangement of part (f) holds unchanged; the static responses \(A_\pm(0)\) give \(7.72\times10^{-7}\) hartree. In the diagonalization the shift is the lowest level minus \(E_0\) minus half the coupled spacing, and this also gives \(7.805\times10^{-7}\) hartree. The lowest level contains an internally excited part of probability \(9.07\times10^{-7}\), in agreement with \(p_0\). The coupling is weak here, but in the transformed frame even the lowest collective level is not a pure product of a collective and an internal state.

At \(B=0.5\), 1 and 2 the added masses from the coupled levels are 0.068, 0.242 and 0.728. They grow more slowly than \(B^2\), because \(\alpha\) itself falls from 0.274 to 0.242 and 0.182 as the field increases. The law \(M+\alpha B^2\) must therefore be used with the polarizability at the actual field. At \(B=2\), enlarging the basis changes \(\alpha\) by \(3\times10^{-6}\) in size, far less than the 0.0018 by which including \(W_2\) changes it. The remaining values are in the numerical output.

## Computed values

```
[Kx,Ky] for two charges q0,q1 (hbar=1): -I*B*q0 - I*B*q1
elastic ions: B = 1 a.u., spring = 1 a.u., M = 1000 m_e
  Q = +1.0 e: added mass from motion 1.00300, alpha B^2 1.00200 m_e
  Q = -0.5 e: added mass from motion 0.99850, alpha B^2 0.99900 m_e
equal q/m, Q = 3 e, M = 3 m_e: mode minus QB/M = 0.0e+00 a.u.
Coulomb ion: Z = 2, M0 = 199 m_e, M = 200 m_e, Q = 1 e
reduced mass = 0.995000 m_e, e_eff = 1.005000 e
internal field charge e_int = 0.989975 e
B = 0: internal energy = -1.990000 hartree, alpha = 0.288374 a.u.
B = 0.5 a.u. = 1.1753e+05 T
  internal energy with W2 = -1.974398 hartree
  alpha without W2 = 0.273567, with W2 = 0.273176 a.u.
  A_plus(Omega) = 0.234051, A_minus(-Omega) = 0.312536 a.u.
  bare spacing = 0.00250000, coupled = 0.00249915 hartree
  spacing shift: coupled -8.54045e-07, formula -8.54043e-07 hartree
  added mass: coupled 0.06835, alpha B^2 0.06839 m_e
  constant shift: coupled 6.1317e-08, formula 6.1316e-08 hartree
  internal admixture: coupled 1.8135e-07, formula 1.8135e-07
B = 1.0 a.u. = 2.3505e+05 T
  internal energy with W2 = -1.930146 hartree
  alpha without W2 = 0.242328, with W2 = 0.241293 a.u.
  A_plus(Omega) = 0.179204, A_minus(-Omega) = 0.304083 a.u.
  bare spacing = 0.00500000, coupled = 0.00499396 hartree
  spacing shift: coupled -6.04116e-06, formula -6.04109e-06 hartree
  added mass: coupled 0.24194, alpha B^2 0.24233 m_e
  constant shift: coupled 7.8052e-07, formula 7.8050e-07 hartree
  internal admixture: coupled 9.0653e-07, formula 9.0651e-07
  coupled spacing = 0.135893 eV
B = 2.0 a.u. = 4.7010e+05 T
  internal energy with W2 = -1.776119 hartree
  alpha without W2 = 0.182287, with W2 = 0.180507 a.u.
  A_plus(Omega) = 0.106830, A_minus(-Omega) = 0.255660 a.u.
  bare spacing = 0.01000000, coupled = 0.00996375 hartree
  spacing shift: coupled -3.62498e-05, formula -3.62491e-05 hartree
  added mass: coupled 0.72763, alpha B^2 0.72915 m_e
  constant shift: coupled 7.4417e-06, formula 7.4415e-06 hartree
  internal admixture: coupled 3.0673e-06, formula 3.0672e-06
larger basis, B = 2.0 a.u.: energy change -1.2e-06 hartree
larger basis, B = 2.0 a.u.: alpha change -2.8e-06 a.u.
```
